# Berry Pseudorotation and the Isomers of a Trigonal Bipyramid: test program

```python
"""Permutational isomers of a trigonal bipyramid with five distinct ligands.

Result under test: there are 20 isomers; Berry pseudorotations join them as the
Desargues-Levi graph; the enantiomer is 5 steps away, by 12 shortest paths.

word   : ligands on sites (axial up, axial down, equatorial 1, 2, 3), with the
         equatorial sites anticlockwise as seen from the upper axial site
isomer : (axial pair, parity of the word), printed as e.g. 12+ or 12-
pivot  : the equatorial ligand that stays equatorial in a Berry step
Isomers and steps are found from coordinates, then compared with the rules.
"""
from itertools import combinations, permutations
from collections import Counter, deque
import numpy as np

LIGANDS = (1, 2, 3, 4, 5)


def coordinates(word, progress=0.0):
    """Unit vectors of ligands 1..5; progress 0 to 1 is the Berry motion."""
    opening = np.radians(90 + 30 * progress)
    closing = np.radians(120 - 30 * progress)
    sites = [(np.cos(opening), 0, np.sin(opening)),
             (np.cos(opening), 0, -np.sin(opening)),
             (1, 0, 0),
             (np.cos(closing), np.sin(closing), 0),
             (np.cos(closing), -np.sin(closing), 0)]
    r = np.empty((5, 3))
    for ligand, site in zip(word, sites):
        r[ligand - 1] = site
    return r


def fingerprint(r):
    """All scalar and triple products: complete invariants of rotations."""
    dots = [r[i] @ r[j] for i, j in combinations(range(5), 2)]
    triples = [np.linalg.det(r[list(t)]) for t in combinations(range(5), 3)]
    return tuple(int(v) for v in np.rint(1000 * np.array(dots + triples)))


def parity(word):
    return (-1) ** sum(a > b for a, b in combinations(word, 2))


def name(isomer):
    pair, sign = isomer
    return f"{pair[0]}{pair[1]}" + ("+" if sign > 0 else "-")


# Isomers as classes of placements under proper rotation
words = list(permutations(LIGANDS))
classes = {}
for word in words:
    classes.setdefault(fingerprint(coordinates(word)), []).append(word)
assert len(classes) == 20
assert all(len(members) == 6 for members in classes.values())

label, example_word = {}, {}
for key, members in classes.items():
    found = {(tuple(sorted(w[:2])), parity(w)) for w in members}
    assert len(found) == 1          # axial pair and parity are well defined
    label[key] = found.pop()
    example_word[label[key]] = min(members)
isomers = sorted(example_word, key=lambda x: (x[0], -x[1]))
assert len(isomers) == 20           # the labels separate all the isomers

# Reflection keeps the axial pair and reverses the parity
for word in words:
    r = coordinates(word)
    pair, sign = label[fingerprint(r)]
    mirrored = r * np.array([1, 1, -1])
    assert label[fingerprint(mirrored)] == (pair, -sign)

# Berry steps from the geometric motion
pivots = {}
for word in words:
    before = label[fingerprint(coordinates(word, 0.0))]
    after = label[fingerprint(coordinates(word, 1.0))]
    pivots.setdefault((before, after), set()).add(word[2])
assert all(len(p) == 1 for p in pivots.values())
pivot = {step: min(p) for step, p in pivots.items()}
rule = {(a, b) for a in isomers for b in isomers
        if not set(a[0]) & set(b[0]) and a[1] == -b[1]}
assert set(pivot) == rule
neighbours = {a: [b for b in isomers if (a, b) in pivot] for a in isomers}
assert all(len(n) == 3 for n in neighbours.values())

# Halfway geometry: four equal pivot angles and a square base
half = coordinates(LIGANDS, 0.5)
basal_angles = np.degrees(np.arccos(half[[0, 1, 3, 4]] @ half[2]))
assert np.ptp(basal_angles) < 1e-9
square_sides = [np.linalg.norm(half[i] - half[j]) for i in (0, 1) for j in (3, 4)]
diagonals = [np.linalg.norm(half[0] - half[1]), np.linalg.norm(half[3] - half[4])]
assert np.ptp(square_sides) < 1e-9 and np.ptp(diagonals) < 1e-9
assert abs(diagonals[0] - np.sqrt(2) * square_sides[0]) < 1e-9


# Turning sense of ascending equatorial ligands seen from the lower axial one
def turning_sense(isomer):
    r = coordinates(example_word[isomer])
    low = isomer[0][0]
    k, l, _ = [x for x in LIGANDS if x not in isomer[0]]
    return int(np.sign(r[low - 1] @ np.cross(r[k - 1], r[l - 1])))


sense_kept = 0
for (a, b), p in pivot.items():
    reversed_sense = turning_sense(a) != turning_sense(b)
    assert reversed_sense == (p % 2 == 1)
    sense_kept += not reversed_sense
sense_kept //= 2                    # each edge was visited in both directions


# Desargues configuration from five planes, projected, in exact integers.
# Plane t has coefficients (1, t, t^2, t^3); three planes meet in the point
# whose entries are the coefficients of the cubic with those three roots.
def determinant(a, b, c):
    return (a[0] * (b[1] * c[2] - b[2] * c[1])
            - a[1] * (b[0] * c[2] - b[2] * c[0])
            + a[2] * (b[0] * c[1] - b[1] * c[0]))


plane = dict(zip(LIGANDS, (1, 2, 3, 5, 7)))
projection = ((17, -5, 11, 3), (2, 13, -7, 19), (-23, 4, 6, 29))
points = {}
for triple in combinations(LIGANDS, 3):
    u, v, w = (plane[i] for i in triple)
    spatial = (-u * v * w, u * v + u * w + v * w, -(u + v + w), 1)
    points[triple] = tuple(sum(m * x for m, x in zip(row, spatial))
                           for row in projection)
lines = [t for t in combinations(points, 3)
         if determinant(*(points[p] for p in t)) == 0]
assert len(points) == 10 and len(lines) == 10
levi_edges = set()
for line in lines:
    common = tuple(sorted(set.intersection(*(set(p) for p in line))))
    assert len(common) == 2
    for point in line:
        axial = tuple(x for x in LIGANDS if x not in point)
        levi_edges.add(((axial, 1), (common, -1)))
assert levi_edges == {(a, b) for a, b in pivot if a[1] == 1}


def distances(start, allowed, removed=None):
    """Breadth-first distances, optionally with one edge removed."""
    dist, queue = {start: 0}, deque([start])
    while queue:
        a = queue.popleft()
        for b in neighbours[a]:
            if b in allowed and b not in dist and {a, b} != removed:
                dist[b] = dist[a] + 1
                queue.append(b)
    return dist


everything = set(isomers)
for a in isomers:
    dist = distances(a, everything)
    layers = Counter(dist.values())
    assert [layers[i] for i in range(6)] == [1, 3, 6, 6, 3, 1]
    assert dist[(a[0], -a[1])] == 5
girth = min(distances(a, everything, {a, b})[b] + 1 for a, b in pivot)
assert girth == 6

# Every shortest path to the enantiomer
start, target = ((1, 2), 1), ((1, 2), -1)
from_start = distances(start, everything)
steps_needed = from_start[target]
layer_sizes = [Counter(from_start.values())[i] for i in range(6)]
paths = [[start]]
for _ in range(steps_needed):
    paths = [path + [b] for path in paths for b in neighbours[path[-1]]]
paths = [path for path in paths if path[-1] == target]

# Independent count: pentagons drawn on the five ligands, two directions each
pentagons = {frozenset(frozenset((w[i], w[(i + 1) % 5])) for i in range(5))
             for w in words}
through_pair = sum(frozenset((1, 2)) in p for p in pentagons)
assert len(paths) == 2 * through_pair
pivot_orders = []
for path in paths:
    axial_count = Counter(x for isomer in path[:-1] for x in isomer[0])
    assert all(axial_count[x] == 2 for x in LIGANDS)
    assert frozenset(frozenset(isomer[0]) for isomer in path[:-1]) in pentagons
    order = [pivot[(a, b)] for a, b in zip(path, path[1:])]
    assert sorted(order) == list(LIGANDS)
    pivot_orders.append(order)

# One ligand barred from the axial sites
allowed = {a for a in isomers if 5 not in a[0]}
component_sizes = {len(distances(a, allowed)) for a in allowed}
assert component_sizes == {2}

# Random walk: linear equations on all isomers against the layer recursion
others = [a for a in isomers if a != target]
matrix = np.array([[float(a == b) - ((a, b) in pivot) / 3 for b in others]
                   for a in others])
mean_steps = np.linalg.solve(matrix, np.ones(19))[others.index(start)]
nearer, farther = [1, 1, 2, 2, 3], [2, 2, 1, 1, 0]
stage, stages = 0.0, []
for c, b in zip(reversed(nearer), reversed(farther)):
    stage = (3 + b * stage) / c
    stages.append(stage)
assert abs(mean_steps - sum(stages)) < 1e-9

print("Placements (words):", len(words))
print("Words per isomer:", len(words) // len(classes))
print("Isomers:", len(isomers))
print("Berry edges:", len(pivot) // 2)
print(f"Pivot-basal angle halfway: {basal_angles[0]:.1f} degrees")
print("Edges that keep the ascending turning sense:", sense_kept)
print("Isomer word, enantiomer word, neighbours of + isomer (pivot):")
for a in isomers:
    if a[1] == 1:
        pair_words = []
        for x in (a, (a[0], -1)):
            text = "".join(map(str, example_word[x]))
            pair_words.append(f"{name(x)} {text[:2]}|{text[2:]}")
        near = ", ".join(f"{name(b)} ({pivot[(a, b)]})" for b in neighbours[a])
        print("  " + "; ".join(pair_words) + "; " + near)
print("Desargues points, lines:", len(points), len(lines))
print("Shortest cycle in the graph:", girth, "steps")
print("Isomers at distance 0..5 from 12+:", layer_sizes)
print("Distance from 12+ to 12-:", steps_needed, "steps")
print("Pentagons on five ligands:", len(pentagons))
print("Pentagons containing the pair 12:", through_pair)
print("Number of shortest paths:", len(paths))
for path, order in zip(paths, pivot_orders):
    print("  " + " ".join(map(name, path)) + " ; pivots", *order)
print("Isomers with ligand 5 never axial:", len(allowed))
print("Isomers in each connected part then:", min(component_sizes))
print("Mean steps per stage, distance 5 to 1:",
      ", ".join(f"{x:.1f}" for x in stages))
print(f"Mean random-walk length to enantiomer: {mean_steps:.1f} steps")
print(f"Mean time for rate k per step: {mean_steps / 3:.3f} / k")
print("success")
```

Output:

```
Placements (words): 120
Words per isomer: 6
Isomers: 20
Berry edges: 30
Pivot-basal angle halfway: 105.0 degrees
Edges that keep the ascending turning sense: 12
Isomer word, enantiomer word, neighbours of + isomer (pivot):
  12+ 12|345; 12- 12|354; 34- (5), 35- (4), 45- (3)
  13+ 13|254; 13- 13|245; 24- (5), 25- (4), 45- (2)
  14+ 14|235; 14- 14|253; 23- (5), 25- (3), 35- (2)
  15+ 15|243; 15- 15|234; 23- (4), 24- (3), 34- (2)
  23+ 23|145; 23- 23|154; 14- (5), 15- (4), 45- (1)
  24+ 24|153; 24- 24|135; 13- (5), 15- (3), 35- (1)
  25+ 25|134; 25- 25|143; 13- (4), 14- (3), 34- (1)
  34+ 34|125; 34- 34|152; 12- (5), 15- (2), 25- (1)
  35+ 35|142; 35- 35|124; 12- (4), 14- (2), 24- (1)
  45+ 45|123; 45- 45|132; 12- (3), 13- (2), 23- (1)
Desargues points, lines: 10 10
Shortest cycle in the graph: 6 steps
Isomers at distance 0..5 from 12+: [1, 3, 6, 6, 3, 1]
Distance from 12+ to 12-: 5 steps
Pentagons on five ligands: 12
Pentagons containing the pair 12: 6
Number of shortest paths: 12
  12+ 34- 15+ 23- 45+ 12- ; pivots 5 2 4 1 3
  12+ 34- 15+ 24- 35+ 12- ; pivots 5 2 3 1 4
  12+ 34- 25+ 13- 45+ 12- ; pivots 5 1 4 2 3
  12+ 34- 25+ 14- 35+ 12- ; pivots 5 1 3 2 4
  12+ 35- 14+ 23- 45+ 12- ; pivots 4 2 5 1 3
  12+ 35- 14+ 25- 34+ 12- ; pivots 4 2 3 1 5
  12+ 35- 24+ 13- 45+ 12- ; pivots 4 1 5 2 3
  12+ 35- 24+ 15- 34+ 12- ; pivots 4 1 3 2 5
  12+ 45- 13+ 24- 35+ 12- ; pivots 3 2 5 1 4
  12+ 45- 13+ 25- 34+ 12- ; pivots 3 2 4 1 5
  12+ 45- 23+ 14- 35+ 12- ; pivots 3 1 5 2 4
  12+ 45- 23+ 15- 34+ 12- ; pivots 3 1 4 2 5
Isomers with ligand 5 never axial: 12
Isomers in each connected part then: 2
Mean steps per stage, distance 5 to 1: 1.0, 2.0, 2.5, 8.0, 19.0
Mean random-walk length to enantiomer: 32.5 steps
Mean time for rate k per step: 10.833 / k
success
```
